# How strongly must electron attraction enhance positron annihilation in aluminium?

**Question.** A positron that has slowed down in aluminium is observed to live for about 165 ps. If its attraction to the electrons did not change their density around it, how long would it live among the three valence electrons per atom? By what factor must the electron density at the positron be enhanced to account for the difference, and how does that factor scale?

**Answer.** The estimate needs the annihilation rate of an uncorrelated slow pair, the electron density, and a reason why attraction may be included as a multiplying factor. The first of these follows from the two tree diagrams for annihilation into two photons.

### The amplitude at threshold

I use Gaussian units, so the potential energy of an electron and a positron at distance \(r\) is \(-e^2/r\). Inside the amplitude calculation \(\hbar=c=1\); these constants are restored afterwards. The metric is \((+,-,-,-)\), a slash denotes contraction with the Dirac matrices, and spinors are normalized so that \(u^\dagger u=v^\dagger v=2m\) at rest.

Let \(p\) be the electron momentum, and let \(k_1,k_2\) and \(\epsilon_1,\epsilon_2\) be the photon momenta and real linear polarizations. The two diagrams differ in which photon couples first to the electron line. Up to an irrelevant phase the amplitude is \(M=4\pi e^2A\), with

\[
A=\bar v\left[
\frac{\not\epsilon_2(\not p-\not k_1+m)\not\epsilon_1}{(p-k_1)^2-m^2}
+\frac{\not\epsilon_1(\not p-\not k_2+m)\not\epsilon_2}{(p-k_2)^2-m^2}
\right]u .
\]

For a pair at rest, \(p=(m,\mathbf 0)\), \(k_1=m(1,\mathbf n)\) and \(k_2=m(1,-\mathbf n)\), where \(\mathbf n\) is a unit vector. Since \(p^2=m^2\) and \(k_1^2=0\), the first denominator is \(-2p\cdot k_1=-2m^2\). The second is the same.

The polarizations are purely spatial and perpendicular to \(\mathbf n\), so \(p\cdot\epsilon_1=0\). With \((\not p-m)u=0\),

\[
(\not p+m)\not\epsilon_1u
=2p\cdot\epsilon_1\,u-\not\epsilon_1(\not p-m)u=0 .
\]

Only \(-\not k_1\not\epsilon_1u\) remains from the first numerator. The second reduces in the same way, and the minus signs cancel those of the denominators:

\[
A=\frac{1}{2m^2}\,\bar v\left(
\not\epsilon_2\not k_1\not\epsilon_1+
\not\epsilon_1\not k_2\not\epsilon_2\right)u .
\]

Now insert \(\not k_1=m(\gamma^0-\boldsymbol\gamma\cdot\mathbf n)\) and \(\not k_2=m(\gamma^0+\boldsymbol\gamma\cdot\mathbf n)\). Because \(\gamma^0\) anticommutes with \(\not\epsilon=-\boldsymbol\gamma\cdot\boldsymbol\epsilon\), the \(\gamma^0\) terms in the bracket give

\[
-m\gamma^0(\not\epsilon_2\not\epsilon_1+\not\epsilon_1\not\epsilon_2)
=2m\,\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2\,\gamma^0 .
\]

This contributes nothing: \(\bar v\gamma^0u=v^\dagger u\), and at rest \(u\) has only upper components while \(v\) has only lower ones.

In the remaining terms \(\boldsymbol\gamma\cdot\mathbf n\) also anticommutes with each \(\not\epsilon\), since the vectors are perpendicular. They become

\[
m\,\boldsymbol\gamma\cdot\mathbf n\,
(\not\epsilon_2\not\epsilon_1-\not\epsilon_1\not\epsilon_2).
\]

The product rule \((\boldsymbol\gamma\cdot\mathbf a)(\boldsymbol\gamma\cdot\mathbf b)=-\mathbf a\cdot\mathbf b-i\boldsymbol\Sigma\cdot(\mathbf a\times\mathbf b)\) turns the difference into \(2i\boldsymbol\Sigma\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\). The cross product lies along \(\mathbf n\), so this equals \(2is\,\boldsymbol\Sigma\cdot\mathbf n\), with \(s=\mathbf n\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\).

In the standard representation, with \(u=\sqrt{2m}(\xi,0)\) and \(v=\sqrt{2m}(0,\eta)\),

\[
\boldsymbol\gamma\cdot\mathbf n\,\boldsymbol\Sigma\cdot\mathbf n
=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad
\bar v\begin{pmatrix}0&1\\-1&0\end{pmatrix}u=2m\,\eta^\dagger\xi .
\]

In the second relation one minus sign comes from the matrix and one from the \(\gamma^0\) in \(\bar v=v^\dagger\gamma^0\). Therefore

\[
A=\frac{1}{2m^2}\,(m)(2is)(2m\,\eta^\dagger\xi)
=2is\,\eta^\dagger\xi .
\]

### Which pairs annihilate

The spinor \(\eta\) belongs to a negative-energy solution, so its spin is reversed relative to that of the positron. For a positron spinor \(\chi\), \(\eta=i\sigma_2\chi^*\), and

\[
\eta^\dagger\xi=\chi_2\xi_1-\chi_1\xi_2 .
\]

This is antisymmetric under exchange of the two spins. It vanishes for the three triplet states and has magnitude \(\sqrt2\) for the normalized singlet. A triplet pair at threshold therefore does not annihilate into two photons at this order.

Summing over the spin basis gives \(\sum|\eta^\dagger\xi|^2=2\). The polarization factor \(s^2\) is one for the two perpendicular choices and zero for the two parallel ones, so its sum is also 2. Thus

\[
\sum_{\text{spins, pol.}}|A|^2=4\times2\times2=16 .
\]

In an unpolarized metal the four pair-spin states are equally likely, and the average is \(16/4=4\). The singlet alone has the value 16, so its rate coefficient is four times the average.

### From amplitude to rate

For two slow particles, the cross section times relative velocity is the squared amplitude multiplied by \(1/(2m)^2\), the photon phase space and a factor \(1/2\) for identical photons. Momentum conservation removes one photon integral. With \(\omega\) the energy of either photon, the phase space is

\[
\int\frac{d^3k}{(2\pi)^2\,4\omega^2}\,\delta(2m-2\omega)
=\frac{4\pi}{16\pi^2}\int d\omega\,\delta(2m-2\omega)
=\frac1{8\pi}.
\]

The last step includes the factor \(1/2\) from the argument of the delta function. Hence

\[
\sigma v=\frac1{4m^2}\cdot\frac12\cdot\frac1{8\pi}
\cdot(4\pi e^2)^2\cdot4
=\frac{\pi e^4}{m^2}.
\]

Restoring the constants gives

\[
\sigma v=\frac{\pi e^4}{m^2c^3}=\pi r_e^2c,
\qquad r_e=\frac{e^2}{mc^2}.
\]

The cross section grows as \(1/v\), but the rate stays finite as the velocity goes to zero: a slower electron spends longer near the positron, and fewer electrons arrive per unit time. In a gas of density \(n\) the rate without attraction is therefore

\[
\lambda_0=\pi r_e^2c\,n,\qquad \tau_0=\frac1{\lambda_0}.
\]

Electrons in a metal are not at rest, but they are slow on the scale of \(c\). For the aluminium density found below, the Fermi velocity is \(0.0068c\). The full tree amplitude, evaluated in the centre-of-mass frame at this relative velocity, changes \(\sigma v\) by a relative \(1.1\times10^{-5}\). Passing to the positron's rest frame adds only kinematic factors that differ from one by order \(v^2/c^2\). Electron motion cannot supply the missing rate.

### The lifetime without enhancement

For \(Z\) valence electrons per atom, mass density \(\rho\) and atomic mass \(M_{\rm atom}\),

\[
n=\frac{Z\rho}{M_{\rm atom}} .
\]

I take a rough measured density of 2.70 g/cm³, an atomic mass of 26.98 u and \(Z=3\). The atom density is then \(6.027\times10^{22}\ \mathrm{cm^{-3}}\), and

\[
n=3\times6.027\times10^{22}\ \mathrm{cm^{-3}}
=1.808\times10^{23}\ \mathrm{cm^{-3}} .
\]

With \(r_e=2.818\times10^{-13}\) cm, the rate coefficient is \(\pi r_e^2c=7.479\times10^{-15}\ \mathrm{cm^3/s}\). The product is

\[
\lambda_0=(7.479\times10^{-15})(1.808\times10^{23})\ \mathrm{s^{-1}}
=1.352\times10^9\ \mathrm{s^{-1}},
\]

so \(\tau_0\approx740\) ps, or \(7.4\times10^{-10}\) s. The observed positron disappears considerably faster than this.

### Why attraction enters as a factor

In the diagrams above, the virtual electron carries zero energy and spatial momentum of size \(mc\). Its propagator therefore has a spatial range of order \(\hbar/(mc)\). The slow pair's wave function varies over the much larger Bohr radius \(a_0=\hbar^2/(me^2)\). The ratio of the two lengths is

\[
\frac{\hbar/(mc)}{\hbar^2/(me^2)}=\frac{e^2}{\hbar c}\approx0.0073 .
\]

To leading order in this ratio, annihilation samples the pair wave function at zero separation. Explicitly, if \(\phi(\mathbf q)\) is the relative-momentum wave function, the amplitude for the interacting pair is

\[
\int\frac{d^3q}{(2\pi)^3}\,\phi(\mathbf q)A(\mathbf q)
\approx A(0)\int\frac{d^3q}{(2\pi)^3}\,\phi(\mathbf q)
=A(0)\psi(0).
\]

The rate is multiplied by \(|\psi(0)|^2\), relative to one for an uncorrelated plane wave. The nonrelativistic attraction does not depend on spin, so singlet and triplet pairs have the same contact factor and the spin average is unchanged.

In the many-electron metal, the corresponding factor \(\gamma\) is the electron density at the positron divided by the density without correlation. For uniform average densities, \(\lambda=\gamma\lambda_0\).

### The factor required by the observed lifetime

The observed rate is \(\lambda_{\rm obs}=1/(165\ \mathrm{ps})=6.061\times10^9\ \mathrm{s^{-1}}\). If all of it is assigned to valence electrons,

\[
\gamma=\frac{\lambda_{\rm obs}}{\lambda_0}
=\frac{\tau_0}{\tau_{\rm obs}}
=\frac{739.6}{165}\approx4.5 .
\]

The electron density at the positron must then be about four and a half times the mean valence density. Of these 4.5 units, one is the undisturbed gas and 3.5 are extra density drawn in around the positron. The extra density is concentrated near the positron; the metal as a whole is not compressed.

The inference scales as

\[
\gamma=\frac{1}{\pi r_e^2c\,n\,\tau_{\rm obs}} .
\]

At fixed observed lifetime, an input density one percent higher lowers the inferred factor by about one percent. A longer observed lifetime also lowers it.

Two features of a real crystal affect the meaning of this number. First, some annihilation may occur with core electrons. If they supply a fraction \(f\) of the observed rate, the valence part is \((1-f)\lambda_{\rm obs}\), and the valence factor becomes \((1-f)\gamma\). An assumed share of 10 percent would give \(0.90\times4.48\approx4.0\).

Second, the positron is repelled by the nuclei and does not sample the cell uniformly. Let \(n_+(\mathbf r)\) be its density, normalized to one, and \(n_v(\mathbf r)\) the valence density with mean \(n\). The uncorrelated valence rate is then \(\lambda_0I\), where

\[
I=\frac1n\int d^3r\,n_+(\mathbf r)n_v(\mathbf r),
\qquad
\gamma_v=\frac{(1-f)\gamma}{I}.
\]

Here \(\gamma_v\) is an average weighted by the overlap. The simple value 4.5 corresponds to \(f=0\) and \(I=1\). It is an effective factor inferred from a lifetime, not a prediction of the tree diagrams.

### Can attraction produce a factor of this size?

A two-body model can check the sign and rough size. Let the screening cloud move with the positron without changing shape, and let one electron scatter from the positron through the resulting screened Coulomb potential. The reduced mass is \(m/2\). If the positron is at rest and the electron has wave number \(k\), the relative wave number is \(q=k/2\). Setting the s-wave part of the wave function to \(u(r)/r\) gives

\[
u''+\left[q^2+w(r)\right]u=0,\qquad
w(r)=\frac{e^{-\kappa r}}{a_0r}.
\]

Higher partial waves vanish at contact.

The screening constant follows from the density of a free electron gas. An electrostatic potential \(\varphi\) raises the local Fermi kinetic energy by \(e\varphi\), so the density rises by \(\delta n=(dn/d\varepsilon_F)e\varphi\). Away from the positron, Poisson's equation becomes \(\nabla^2\varphi=4\pi e\,\delta n=\kappa^2\varphi\). With \(n=k_F^3/(3\pi^2)\) and \(\varepsilon_F=\hbar^2k_F^2/(2m)\),

\[
\kappa^2=4\pi e^2\frac{dn}{d\varepsilon_F}
=4\pi e^2\frac{mk_F}{\pi^2\hbar^2}
=\frac{4k_F}{\pi a_0}.
\]

This is Thomas–Fermi screening. It assumes a weak, slowly varying potential, which is a crude assumption close to the positron.

Choose \(u(0)=0\) and \(u'(0)=1\), so that \(u/r=1\) at contact. Outside the potential, \(u=C\sin(qr+\delta)\). A unit incident plane wave has s-wave amplitude \(1/q\) in \(u\), so the solution must be rescaled by \(1/(qC)\). The contact factor is

\[
F=\frac1{q^2C^2}
=\left.\frac1{q^2u^2+u'^2}\right|_{r\to\infty}.
\]

Its sign can be found without solving the equation. Define \(W=q^2u^2+u'^2\). Then

\[
W'=2u'(q^2u+u'')=-w\,(u^2)' .
\]

Since \(W(0)=1\), integration by parts gives

\[
W(\infty)=1+\int_0^\infty w'(r)u^2(r)\,dr .
\]

The boundary terms vanish because \(u^2\sim r^2\) at the origin and \(w\) decays at large distance. For this attraction \(w'<0\), so \(W(\infty)<1\) and \(F>1\). Reversing the sign of \(w\) gives \(F<1\).

For aluminium \(k_Fa_0=0.926\) and \(\kappa a_0=1.086\). Averaging \(F\) over the filled Fermi sphere gives 6.5 for attraction and 0.23 for the repulsive control. The model has no bound s state: its zero-energy wave has no node. An enhancement of several times therefore does not require a bound pair in this model.

The attractive result is about 45 percent above the required 4.5. This supports attraction as a cause of sufficient size, but does not determine the metal's enhancement. The model omits the Pauli restriction on the states into which electrons can scatter, the response of the cloud as the particles move, and the crystal potential. The factor also depends on the screening constant, for which the Thomas–Fermi value is only a rough estimate: lowering or raising \(\kappa\) by 10 percent moves the average to 7.7 or 5.6, and a value about 29 percent larger gives 4.5. The model is also not self-consistent. Its scattered waves gather about 2.8 electrons around the positron (already 2 at first order), whereas the screened potential assumes one. Whether the screening or one of the omissions accounts for most of the difference is not settled by this calculation.

### Scaling and two density limits

The uncorrelated rate is proportional to \(n\), but the enhancement also depends on density. For weak scattering, put the free solution \(u=\sin(qr)/q\) into the equation for \(W'\). Since \((u^2)'=\sin(2qr)/q\),

\[
F\approx1+\frac1{qa_0}\int_0^\infty
\frac{e^{-\kappa r}\sin(2qr)}r\,dr
=1+\frac{\arctan(2q/\kappa)}{qa_0}.
\]

The integral follows by differentiating with respect to \(q\), which gives \(2\kappa/(\kappa^2+4q^2)\), and integrating back from zero.

At high density \(k_F/\kappa\) grows as \(n^{1/6}\), and the arctangent approaches \(\pi/2\) for most electrons. With \(q=k/2\) and the Fermi-sphere average \(\langle1/k\rangle=3/(2k_F)\), the model gives

\[
\langle F\rangle-1\approx\frac{3\pi}{2k_Fa_0}\propto n^{-1/3}.
\]

This limit is approached slowly: at \(k_Fa_0\approx19\), some 9000 times the aluminium density, the model's \(\langle F\rangle-1\) is still only 80 percent of it. Fast electrons are deflected less, so the factor tends to one, while the total rate still grows with \(n\). The coefficient belongs to the two-body model. In the electron gas, first-order perturbation theory with scattering allowed only from occupied into empty states gives half this value, \(3\pi/(4k_Fa_0)\), with the power of \(n\) unchanged; that calculation is quoted here, not derived. Aluminium is not in this weak-scattering regime: at small \(q\) the first correction is \(2/(\kappa a_0)\approx1.8\), which is not small compared with one.

At sufficiently low density, screening weakens and the pair can bind. The scattering estimate then no longer applies. For an isolated ground-state pair the orbital radius is \(2a_0\), because the reduced mass is \(m/2\), and \(|\psi(0)|^2=1/(8\pi a_0^3)\). If the four spin states remain equally populated, the two-photon rate tends to

\[
\lambda\to\pi r_e^2c\,\frac1{8\pi a_0^3}
=\frac{r_e^2c}{8a_0^3}.
\]

In a dilute gas the pair can also bind a second electron, forming the positronium negative ion, whose rate lies a few percent above this value. The limiting rate is independent of \(n\), so a factor still defined by \(\lambda/\lambda_0\) grows as \(1/n\). A constant enhancement of 4.5 should therefore not be carried from aluminium to a gas of very different density.

The values used here, with the checks of the screened and nearly unscreened contact factors, are collected in the numerical output below.

## Calculated quantities

```
Threshold sum of |A|^2 (dimensionless): 16.000000
Triplet part of this sum: 0.000000
Singlet rate / spin-averaged rate: 4.000000
sigma v / (r_e^2 c), from amplitude: 3.141593
Classical electron radius: 2.81794e-13 cm
Speed of light: 2.99792e+10 cm/s
Rate coefficient pi r_e^2 c: 7.4788e-15 cm^3/s
Input mass density (rough): 2.70 g/cm^3
Input atomic mass: 26.98 u
Input valence electrons per atom: 3
Atom density: 6.0266e+22 cm^-3
Valence electron density: 1.8080e+23 cm^-3
Unenhanced rate: 1.3522e+09 s^-1
Unenhanced lifetime: 739.6 ps
Unenhanced lifetime, converted: 7.396e-10 s
Input observed lifetime: 165 ps
Observed rate: 6.0606e+09 s^-1
Required effective enhancement: 4.48
Assumed core share of observed rate: 0.10
Valence enhancement with that share: 4.03
Fermi wave number times a0: 0.9257
Fermi velocity / c: 0.00676
Relative c.m. rate-coefficient shift: 1.14e-05
Annihilation range / Bohr radius: 0.007297
Screening wave number times a0: 1.0857
Model contact factor, attraction: 6.51
Model contact factor, repulsion: 0.231
Coulomb check, numerical factor: 6.7939
Coulomb check, analytic factor: 6.7951
```
